\section*{Perturbation theory about a Coulomb-solvable kernel for two spin-0 particles, part 1}

(Sections cited here and not found follow in the second part.)

Two spin-0 particles of masses $m_1,m_2$ and opposite charge form a bound state. We use $\hbar=c=1$, since the relativistic corrections are functions of $k/m_i$ and $\alpha$ is varied; energies in the example are in units of $m_1$. In the centre-of-mass frame the total energy is $P$, and
\begin{equation}
p_1=(\epsilon_1+k_0,\mathbf k),\quad p_2=(\epsilon_2-k_0,-\mathbf k),\quad
\epsilon_{1,2}=\frac{P^2\pm(m_1^2-m_2^2)}{2P},
\end{equation}
so that $\epsilon_1+\epsilon_2=P$. We write $E_i=\sqrt{m_i^2+k^2}$, $\omega=E_1+E_2$, $M=m_1+m_2$, $\mu=m_1m_2/M$, and a prime means $\partial/\partial P$. With Feynman propagators $i/(p^2-m^2+i0)$ and a two-particle-irreducible amplitude $-iK$, the Bethe--Salpeter equation reads $G_F=S_F+S_F(-iK)G_F$. Multiplying by $-i$ and setting $G=-iG_F$, $S=-iS_F$ gives
\begin{equation}
G=S+SKG,\qquad S=\frac{i}{(p_1^2-m_1^2+i0)(p_2^2-m_2^2+i0)},
\end{equation}
where operator products contain $\int d^4k/(2\pi)^4$. Bound states are poles of $G$ in $P$. Kernels are taken rotationally invariant and, below threshold, real and symmetric, so that left and right bound-state vectors are transposes of each other. The numbers quoted come from the numerical check, except those given as converged values for comparison.

\section*{(a) Reduction to three dimensions}

\emph{Evaluate $\int dk_0\,S/2\pi$. Use the result to choose a propagator $\bar S$ supported on $k_0=0$, and find a kernel $\bar K$ for which a three-dimensional equation has the same bound-state poles.}

\subsection*{Solution}

Let $a=(\epsilon_1+k_0)^2-E_1^2+i0$ and $b=(\epsilon_2-k_0)^2-E_2^2+i0$. The zeros in the upper half plane are $k_0=\epsilon_2-E_2+i0$ (of $b$) and $k_0=-\epsilon_1-E_1+i0$ (of $a$). Closing the contour above gives $\int dk_0\,S/2\pi=(2\pi i)(i/2\pi)\sum\mathrm{Res}\,(ab)^{-1}=-\sum\mathrm{Res}\,(ab)^{-1}$. At the first zero $\partial b/\partial k_0=-2E_2$ and $a=(P-E_2)^2-E_1^2=(P-\omega)(P+E_1-E_2)$. At the second $\partial a/\partial k_0=-2E_1$ and $b=(P+E_1)^2-E_2^2=(P+\omega)(P+E_1-E_2)$. Hence
\begin{align}
\int\!\frac{dk_0}{2\pi}S&=\frac{1}{P+E_1-E_2}\,\frac{E_1(P+\omega)+E_2(P-\omega)}{2E_1E_2(P^2-\omega^2)}
=\frac{\omega}{2E_1E_2(P^2-\omega^2)}\nonumber\\
&=\frac{1}{4E_1E_2}\left[\frac{1}{P-\omega}-\frac{1}{P+\omega}\right],
\label{k0}
\end{align}
because the numerator equals $P\omega+\omega(E_1-E_2)=\omega(P+E_1-E_2)$. For $m_1=1$, $m_2=2$, $P=2.9$, $k=0.5$, quadrature along the imaginary $k_0$ axis and \eqref{k0} both give $-0.40579\,m_1^{-3}$.

The term $1/(P-\omega)$ is large in a weakly bound state. It arises from the pinch of the poles $k_0=\epsilon_2-E_2$ and $k_0=E_1-\epsilon_1$. Part (b) shows that $P=\omega$ implies $\epsilon_i=E_i$, so the pinch occurs at $k_0=0$. The choice
\begin{equation}
\bar S=\frac{2\pi\delta(k_0)}{4E_1E_2\,(P-\omega)}
\end{equation}
therefore carries the whole pinch singularity, and $D=S-\bar S$, placed between kernels smooth in $k_0$, has no pole at $P=\omega$.

Define $T=K+KST$, so that $G=S+STS$ and $T$ has the bound-state poles. Writing $S=D+\bar S$ gives $(1-KD)T=K+K\bar ST$. Where $1-KD$ is invertible,
\begin{equation}
T=\bar K+\bar K\bar ST,\qquad \bar K=(1-KD)^{-1}K=K+K(S-\bar S)\bar K .
\label{red}
\end{equation}
Since $\bar S$ sets the intermediate $k_0$ to zero, \eqref{red} closes on the slice $k_0=q_0=0$. The same step in factorized form is $1-KS=(1-KD)(1-\bar K\bar S)$: if the first factor is invertible, $1-KS$ is singular exactly where $1-\bar K\bar S$ is. From here on $\bar K(\mathbf k,\mathbf q;P)$ means the slice kernel divided by $\sqrt{4E_1E_2}$ at each end, products contain $\int d^3k/(2\pi)^3$, and the object to study is
\begin{equation}
\bar G(P)=\left[P-\omega-\bar K(P)\right]^{-1}.
\end{equation}
Retardation and negative-energy propagation now sit in $\bar K$, which depends on $P$ even when $K$ on the slice does not. The program tests this on a Wick-rotated $s$-wave ladder with exchange mass $0.5\,m_1$ on a $16\times16$ grid. The coupling that binds the four-dimensional equation at $P=2.9$ is $g^2=193.6\,m_1^2$ on that grid. There $\bar K\bar S$ has an eigenvalue equal to 1 to rounding error, while $K\bar S$ alone has none within $10^{-2}$ of 1; its top eigenvalue is $1.19$. These grid values are not converged, which the identity does not require; the converged values are $g^2\approx189.0\,m_1^2$ and $1.16$, both about $2.4\%$ lower.

\section*{(b) The solvable reference kernel}

\emph{Factor $P-\omega$ into a Schr\"odinger denominator and a smooth function. Construct from $V=-\alpha/r$ a kernel $K_0(P)$ for which $G_0=[P-\omega-K_0]^{-1}$ is known in terms of the Coulomb Green function, and find its poles.}

\subsection*{Solution}

From $\epsilon_1-\epsilon_2=(m_1^2-m_2^2)/P$ and $\epsilon_1+\epsilon_2=P$ follows $\epsilon_1^2-\epsilon_2^2=m_1^2-m_2^2$. Thus $p^2(P)\equiv\epsilon_1^2-m_1^2=\epsilon_2^2-m_2^2$ is one function, the squared on-shell momentum, negative for $|m_1-m_2|<P<M$. For $\epsilon_i>0$,
$\epsilon_i-E_i=(\epsilon_i^2-E_i^2)/(\epsilon_i+E_i)=(p^2-k^2)/(\epsilon_i+E_i)$. Adding the two,
\begin{equation}
P-\omega=\left(\mathcal E-\frac{k^2}{2\mu}\right)N,\qquad
\mathcal E=\frac{p^2}{2\mu},\qquad
N(k,P)=2\mu\left[\frac{1}{\epsilon_1+E_1}+\frac{1}{\epsilon_2+E_2}\right].
\label{fac}
\end{equation}
Since $N>0$, $P=\omega$ means $p^2=k^2$ and so $\epsilon_i=E_i$, as used in (a). At $k=0$, $P=M$, $N=2\mu(1/2m_1+1/2m_2)=1$.

$N$ is diagonal in momentum and commutes with $k^2$. Choosing
\begin{equation}
K_0(P)=N^{1/2}VN^{1/2}
\end{equation}
makes $P-\omega-K_0=N^{1/2}[\mathcal E-k^2/2\mu-V]N^{1/2}$, so
\begin{equation}
G_0(P)=N^{-1/2}\,G_C(\mathcal E(P))\,N^{-1/2},\qquad G_C(\mathcal E)=\sum_m\frac{\phi_m\phi_m^T}{\mathcal E-\mathcal E_m},
\label{G0}
\end{equation}
with $\phi_m$ the normalized Schr\"odinger--Coulomb states of mass $\mu$, continuum included. Poles lie at $\mathcal E=\mathcal E_n=-\gamma^2/2\mu$ with $\gamma=\mu\alpha/n$, that is at $p^2=-\gamma^2$. For $\epsilon_1,\epsilon_2>0$ this means $\epsilon_i=\sqrt{m_i^2-\gamma^2}$ and
\begin{equation}
P_0=\sqrt{m_1^2-\gamma^2}+\sqrt{m_2^2-\gamma^2}=M-\frac{\gamma^2}{2\mu}-c_3\gamma^4+O(\gamma^6),\qquad c_3=\frac18\left(\frac1{m_1^3}+\frac1{m_2^3}\right).
\label{P0}
\end{equation}
The construction needs $\gamma<\min(m_1,m_2)$. For $m_1\neq m_2$ the condition $p^2=-\gamma^2$ has a second positive root, $P=\left|\sqrt{m_1^2-\gamma^2}-\sqrt{m_2^2-\gamma^2}\right|$, where $\epsilon_i$ of the lighter particle is negative. $G_0$ has a pole there too, but for weak binding it lies far below threshold, near $|m_1-m_2|$, and is not used here. For equal masses $\gamma=m\alpha/2n$ and $P_0=2m\sqrt{1-\alpha^2/4n^2}$. The reference problem keeps the exact relativistic two-body kinematics and the Coulomb degeneracy in $\ell$. $K_0$ need not correspond to any diagram, because it is subtracted again in $\delta K=\bar K-K_0$.

\section*{(c) Laurent expansion of $G_0$}

\emph{In a sector of fixed $\ell,m_\ell$ the pole $P_0$ is simple. Find its residue, the normalization condition it obeys, and the finite part of $G_0$ at $P_0$.}

\subsection*{Solution}

Differentiating $\epsilon_1=P/2+(m_1^2-m_2^2)/2P$ gives $\epsilon_1'=\tfrac12-(m_1^2-m_2^2)/2P^2=\epsilon_2/P$, and likewise $\epsilon_2'=\epsilon_1/P$. Then
\begin{align}
\mathcal E'&=\frac{\epsilon_1\epsilon_1'}{\mu}=\frac{\epsilon_1\epsilon_2}{\mu P},\qquad
\mathcal E''=\frac{\epsilon_1'\epsilon_2+\epsilon_1\epsilon_2'}{\mu P}-\frac{\epsilon_1\epsilon_2}{\mu P^2}=\frac{\epsilon_1^2+\epsilon_2^2-\epsilon_1\epsilon_2}{\mu P^2},\\
\nu(k)&\equiv-\frac{N'}{2N}=\frac{\mu}{NP}\left[\frac{\epsilon_2}{(\epsilon_1+E_1)^2}+\frac{\epsilon_1}{(\epsilon_2+E_2)^2}\right].
\end{align}
Let $x=P-P_0$, with all coefficients taken at $P_0$. The two $P$-dependent factors of the pole term in \eqref{G0} expand as
\begin{equation}
\frac{1}{\mathcal E-\mathcal E_n}=\frac{1}{\mathcal E'x\,(1+\kappa x+\dots)}=\frac{1}{\mathcal E'}\left(\frac1x-\kappa+O(x)\right),\qquad N^{-1/2}(P)=N_0^{-1/2}(1+\nu x+\dots),
\end{equation}
with $\kappa=\mathcal E''/2\mathcal E'=(\epsilon_1^2+\epsilon_2^2-\epsilon_1\epsilon_2)/(2P_0\epsilon_1\epsilon_2)$. The $1/x$ term gives
\begin{equation}
G_0=\frac{\psi\psi^T}{x}+R(P),\qquad \psi=\sqrt Z\,N_0^{-1/2}\phi_{n\ell},\qquad Z=\frac1{\mathcal E'}=\frac{\mu P_0}{\epsilon_1\epsilon_2},
\label{split}
\end{equation}
where $\psi$ is fixed once and for all at $P_0$, and this equation defines $R(P)$ for all $P$. The $x^0$ terms are the sum over $m\ne n$, the $\nu x$ of the left or right factor times $1/x$, and $-\kappa$:
\begin{equation}
R(P_0)=N_0^{-1/2}\tilde G_CN_0^{-1/2}+\nu\psi\psi^T+\psi\psi^T\nu-\kappa\,\psi\psi^T,\qquad
\tilde G_C=\sum_{m\ne n}\frac{\phi_m\phi_m^T}{\mathcal E_n-\mathcal E_m}.
\label{R}
\end{equation}
The finite part is therefore more than the dressed reduced Coulomb Green function.

For the normalization put $A=G_0^{-1}=A_0+A'x+\dots$ in $AG_0=1$. The $1/x$ term gives $A_0\psi=0$. The $x^0$ term gives $A_0R(P_0)+A'\psi\psi^T=1$. Multiplying from the left by $\psi^T$ removes the first term, since $A_0$ is symmetric, and leaves $(\psi^TA'\psi)\psi^T=\psi^T$. With $A'=1-K_0'$,
\begin{equation}
\psi^T(1-K_0')\psi=1,\qquad K_0'=-(\nu K_0+K_0\nu),
\label{norm}
\end{equation}
the second relation following from $(N^{1/2})'=-\nu N^{1/2}$. As $\nu>0$ and $V<0$, the leading value $\psi^TK_0'\psi\approx-2\nu(0)\,\phi^TV\phi$ is positive, so $\psi^T\psi$ exceeds 1 by a relative amount of order $\alpha^2$.

The extra terms of \eqref{R} nearly cancel in the nonrelativistic regime. At $k=0$, $P=M$,
\begin{equation}
2\nu=\frac{2\mu}{M}\left[\frac{m_2}{4m_1^2}+\frac{m_1}{4m_2^2}\right]=\frac{m_1^3+m_2^3}{2M^2m_1m_2}=\frac{m_1^2-m_1m_2+m_2^2}{2Mm_1m_2}=\kappa ,
\label{canc}
\end{equation}
using $m_1^3+m_2^3=M(m_1^2-m_1m_2+m_2^2)$. Between vectors dominated by $k\ll m_i$ the combination $2\nu-\kappa$ is thus suppressed by $k^2/m_i^2$ and $\gamma^2/m_i^2$. The first form in \eqref{canc} also shows $2\nu=4\mu^2c_3$ there. The program tests the residue, \eqref{R} and \eqref{norm} against contour integrals of the directly inverted $G_0$ and of $K_0$, and \eqref{canc} by finite differences.

\section*{(d) The exact level condition}

\emph{Express $\bar G$ through $\psi$, $R$ and $\delta K$ so that the pole near $P_0$ is explicit.}

\subsection*{Solution}

Since $\bar G^{-1}=G_0^{-1}-\delta K$, we have $\bar G=G_0+G_0tG_0$ with $t=\delta K+\delta K\,G_0\,t$. Insert \eqref{split} and repeat the step that led to \eqref{red}, with $R$ in the role of $D$:
\begin{equation}
t=\mathcal M+\mathcal M\,\frac{\psi\psi^T}{x}\,t,\qquad \mathcal M(P)=(1-\delta K\,R)^{-1}\delta K=\delta K+\delta K R\,\delta K+\dots
\end{equation}
Let $f(P)=\psi^T\mathcal M(P)\psi$. Multiplying by $\psi^T$ gives $(1-f/x)\,\psi^Tt=\psi^T\mathcal M$, so $\psi^Tt=x\,\psi^T\mathcal M/(x-f)$ and $t=\mathcal M+\mathcal M\psi\psi^T\mathcal M/(x-f)$. Now collect the terms of $G_0+G_0tG_0$. The coefficient of $\psi\psi^T$ is $1/x+\psi^Tt\psi/x^2=1/x+f/[x(x-f)]=1/(x-f)$. The cross terms are $\psi\psi^TtR/x=\psi\psi^T\mathcal MR/(x-f)$ and its transpose. The rest is $R+RtR$. Together,
\begin{equation}
\bar G=R+R\mathcal MR+\frac{(1+R\mathcal M)\,\psi\psi^T(1+\mathcal MR)}{x-f(P)} .
\end{equation}
The pole at $x=0$ has cancelled and the level obeys
\begin{equation}
P-P_0=\psi^T\left[1-\delta K(P)R(P)\right]^{-1}\delta K(P)\,\psi .
\label{exact}
\end{equation}
This is exact wherever $1-\delta K R$ is invertible. If $\delta K$ connects degenerate reference states $\psi_a$, as a spin-dependent kernel can when the constituents carry spin, the residue is $\sum_a\psi_a\psi_a^T$, $f$ becomes the matrix $f_{ab}=\psi_a^T\mathcal M\psi_b$ by the same algebra, and the condition is $\det[x\,\delta_{ab}-f_{ab}(P)]=0$.

\section*{(e) The perturbation series}

\emph{Expand the level shift to third order in $\delta K$ in terms of quantities taken at $P_0$. Interpret the terms and compare with Rayleigh--Schr\"odinger theory.}

Parts (a)–(d) have reduced the bound-state problem to three dimensions, solved the Coulomb reference problem, and derived the level condition \eqref{exact}, exact wherever $1-\delta K R$ is invertible. What remains is to expand it to third order in $\delta K$ and to test the series on the instantaneous ladder model, including a worked $2p$ example.
